\section*{Inner cutoff and normalization in the Bates–Damgaard Coulomb approximation}

\section{What the setting controls}

A program that computes radial dipole integrals from level energies integrates each wave function inward and stops at an inner cutoff radius $c$. It must also fix the normalization. The two choices belong together.

For an electron bound by $B$ outside a core of net charge 1, the Coulomb approximation takes
\begin{equation}
P(r)=K\,W_{\nu,l+1/2}(2r/\nu),\qquad \nu=\frac{1}{\sqrt{2B}},\qquad
K=\frac{1}{\nu\sqrt{\Gamma(\nu+l+1)\Gamma(\nu-l)}},
\label{ca}
\end{equation}
where $W$ is the Whittaker function that decays at large $r$. Define
\begin{equation}
R(c)=\int_c^\infty P_a\,r\,P_b\,dr,\quad
N_i(c)=\int_c^\infty P_i^2\,dr,\quad
\tilde R(c)=\frac{R(c)}{\sqrt{N_a(c)N_b(c)}} .
\label{defs}
\end{equation}
Let the angular momenta be $l$ and $l+1$, and let neither $\nu$ be an integer. As $c\to0$:
\begin{itemize}
\item with the analytic factor $K$, $R(c)$ converges for s--p and diverges as $c^{1-2l}$ for $l\ge1$;
\item with both functions normalized on $[c,\infty)$, $\tilde R(c)$ tends to zero, as $c^{1/2}$ for s--p and as $c$ for $l\ge1$.
\end{itemize}
A smaller cutoff is therefore not in general a better one. The factor $K$ has two advantages: in the example below $R(c)$ shows a plateau on which to place the cutoff, and the error of its norm is given by a formula. It is not always the more accurate choice: in that example $\tilde R$ lies closer to the true full-range integral at every tabulated cutoff from 0.1 to 1 \AA, but it keeps rising with the cutoff and varies several times more than $R$ over that range.

\section{Equation and input}

The algebra uses atomic units. The orbital is $P(r)Y_{lm}/r$, and the electron moves in a local central potential $V(r)$ that equals $-1/r$ outside a core region. With $E=-B=-1/(2\nu^2)$, the radial equation outside the core is
\begin{equation}
P''=\left[\frac{l(l+1)}{r^2}-\frac2r+\frac1{\nu^2}\right]P .
\label{radial}
\end{equation}
The input $B$ is the measured ionization limit minus the measured excitation energy, the limit being that of the same core state. Equation (\ref{radial}) has no spin--orbit term, so a multiplet enters through its mean energy. We need $\nu>l$; otherwise $K$ loses its meaning.

The energy carries the effect of the core: a deeper core potential changes $\nu$, and $\nu$ fixes the decaying solution up to a factor.

\section{Inward integration}

Put $r=t^2$ and $P=t^{1/2}y(t)$, which makes the steps fine near the nucleus. Since $d/dr=(2t)^{-1}d/dt$,
\begin{align}
\frac{dP}{dr}&=\tfrac12t^{-1/2}y'+\tfrac14t^{-3/2}y,\\
\frac{d^2P}{dr^2}&=\frac1{2t}\left[\tfrac12t^{-1/2}y''-\tfrac14t^{-3/2}y'+\tfrac14t^{-3/2}y'-\tfrac38t^{-5/2}y\right].
\end{align}
The first derivatives cancel. Equating the result to the right side of (\ref{radial}) and multiplying by $4t^{3/2}$ gives
\begin{equation}
y''=G(t)\,y,\qquad G=\frac{4l(l+1)+\frac34}{t^2}-8+\frac{4t^2}{\nu^2}.
\label{yeq}
\end{equation}

For a uniform step $h$, Taylor expansion gives
$y_{i+1}-2y_i+y_{i-1}=h^2y_i''+h^4y_i''''/12+O(h^6)$. Replacing $h^2y_i''''$ by the second difference of $y''$ leaves an error of the same order $h^6$:
\begin{equation}
y_{i+1}-2y_i+y_{i-1}=\frac{h^2}{12}\left(y''_{i+1}+10y''_i+y''_{i-1}\right)+O(h^6).
\end{equation}
Insert $y''=Gy$ and define $c_i=1-h^2G_i/12$, so that $10h^2G_i/12=10(1-c_i)$. Then
\begin{equation}
c_{i-1}y_{i-1}=(12-10c_i)y_i-c_{i+1}y_{i+1}.
\end{equation}
Local errors of order $h^6$ are summed twice over about $1/h$ steps, so the global error is of order $h^4$. Halving the step reduced the error at a fixed radius by a factor of 15.9, close to $2^4$.

At large $r$ the unwanted solution behaves as $e^{r/\nu}$. It shrinks on the way in while the wanted one grows, so inward integration is stable there.

The two starting values come from a series. With $x=2r/\nu$, (\ref{radial}) becomes $W''=[\frac14-\nu/x+l(l+1)/x^2]W$. Insert $W=e^{-x/2}\sum_k a_kx^{\nu-k}$. The terms in $\frac14$ cancel, and what remains is
\begin{equation}
\sum_k a_k\left\{k\,x^{\nu-k-1}+\left[(\nu-k)(\nu-k-1)-l(l+1)\right]x^{\nu-k-2}\right\}=0 .
\end{equation}
Collecting the power $x^{\nu-k-1}$ gives
\begin{equation}
a_k=\frac{l(l+1)-(\nu-k)(\nu-k+1)}{k}\,a_{k-1},\qquad a_0=1 .
\end{equation}
The series is asymptotic: start at large $x$ and stop before the terms grow. The integrals become $N=2\int y^2t^2dt$ and $R=2\int y_ay_bt^4dt$.

\section{Where the factor $K$ comes from}

Unless $\nu$ is an integer, $K$ does not in general normalize the Coulomb function down to the origin. It approximates the tail amplitude of the true function, whose norm includes the core.

\subsection{The norm as an energy derivative}

Let $\varphi(r;E)$ be the solution in the full potential that is regular at the nucleus, and $u(r;E)$ the decaying one. Write $\{f,g\}=fg'-f'g$. Then $D(E)=\{u,\varphi\}$ does not depend on $r$ and vanishes at a level, where we scale $u=\varphi=P$. Differentiating there, with subscript $E$ for $\partial/\partial E$,
\begin{equation}
D'(E)=\{\varphi,\varphi_E\}-\{u,u_E\}.
\end{equation}
The full equation is $\varphi''=g\varphi$ with $\partial g/\partial E=-2$, so $\varphi_E''=g\varphi_E-2\varphi$ and $d\{\varphi,\varphi_E\}/dr=-2\varphi^2$. The same holds for $u$. The first bracket vanishes at the origin, the second at infinity:
\begin{equation}
\{\varphi,\varphi_E\}=-2\int_0^rP^2dr',\quad \{u,u_E\}=2\int_r^\infty P^2dr',\quad
\int_0^\infty P^2dr=-\tfrac12D'(E).
\label{norm}
\end{equation}

\subsection{Two Coulomb functions that are smooth in energy}

Let $M=e^{-x/2}x^{l+1}{}_1F_1(l+1-\nu;2l+2;x)$ be the regular Coulomb solution. At large $x$, $M\to(2l+1)!\,e^{x/2}x^{-\nu}/\Gamma(l+1-\nu)$ and $W\to e^{-x/2}x^\nu$. Their Wronskian in $x$ is therefore
\begin{equation}
MW'-M'W=-\frac{(2l+1)!}{\Gamma(l+1-\nu)} .
\label{wron}
\end{equation}
Define $Q^2=\Gamma(\nu+l+1)\Gamma(\nu-l)$ and
\begin{equation}
F=\sqrt{\frac{\Gamma(\nu+l+1)}{\Gamma(\nu-l)}}\frac{M}{(2l+1)!},\qquad
\frac WQ=-\cos\pi(\nu-l)\,F+\sin\pi(\nu-l)\,H ,
\label{FH}
\end{equation}
where the second relation defines $H$. We must check that $H$ is smooth where the sine vanishes. At integer $\nu=n>l$ the series in $M$ ends at the power $p=n-l-1$, with coefficient $(-1)^p(2l+1)!/(n+l)!$. Comparing leading powers gives $W=(-1)^p(n+l)!\,M/(2l+1)!$, that is, $W/Q=(-1)^pF=-\cos\pi(n-l)\,F$. So $W/Q+\cos\pi(\nu-l)F$ vanishes together with the sine, and $H$ stays finite and smooth.

Take the Wronskian of $F$ with (\ref{FH}), now in $r$, which brings a factor $2/\nu$. By (\ref{wron}) and $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ with $z=\nu-l$,
\begin{equation}
\sin\pi(\nu-l)\{F,H\}=-\frac2\nu\,\frac1{\Gamma(\nu-l)\Gamma(l+1-\nu)}
\;\Rightarrow\;\{F,H\}=-\frac{2}{\pi\nu}.
\end{equation}

\subsection{The quantum defect and the norm}

Outside the core write $\varphi=\cos\pi\mu\,F+\sin\pi\mu\,H$, which defines the quantum defect $\mu(E)$ up to an integer. Let $u=sW/Q$ with a fixed sign $s=\pm1$. Then
\begin{equation}
D=-s\{F,H\}\left[\cos\pi(\nu-l)\sin\pi\mu+\sin\pi(\nu-l)\cos\pi\mu\right]
=\frac{2s}{\pi\nu}\sin\pi(\nu+\mu-l).
\end{equation}
Levels lie at $\nu+\mu=n$. There (\ref{FH}) gives $W/Q=-(-1)^{n-l}\varphi$, so $u=\varphi$ requires $s=-(-1)^{n-l}$. The sine vanishes at the level, so $D'$ comes from its derivative alone. With $d\nu/dE=\nu^3$,
\begin{equation}
D'=\frac{2s}{\nu}(-1)^{n-l}\left(1+\frac{d\mu}{d\nu}\right)\nu^3
=-2\nu^2\left(1+\frac{d\mu}{d\nu}\right).
\end{equation}
By (\ref{norm}) the norm of $W/Q$, continued into the core, is $\nu^2(1+d\mu/d\nu)$. The normalized true function outside the core is
\begin{equation}
P_{\rm true}=\frac{K\,W}{\sqrt{1+d\mu/d\nu}} .
\label{tail}
\end{equation}
The Coulomb approximation drops the square root and uses the Coulomb function inside the core as well. These are its two errors when the potential is of the assumed form.

\section{How the integral depends on the cutoff}

\subsection{Small-radius form}

Near the origin $M\to x^{l+1}$ and $W\to w\,x^{-l}$, so the left side of (\ref{wron}) tends to $-(2l+1)w$. Hence $w=(2l)!/\Gamma(l+1-\nu)$ and
\begin{equation}
P\to C_l\,r^{-l},\qquad C_l=\frac{K\,(2l)!}{\Gamma(l+1-\nu)}\left(\frac\nu2\right)^l .
\label{C}
\end{equation}
For $l\ge1$ let the next factor be $1+br$. The power $r^{-l-1}$ in (\ref{radial}) gives $[l(l-1)-l(l+1)]b=-2$, hence $b=1/l$.

The rise as $r^{-l}$ is a property of the Coulomb function only: the true function vanishes at the nucleus. At integer $\nu>l$ the coefficient $C_l$ is zero and the hydrogen function returns. In that case a numerical error can still seed the $r^{-l}$ solution, which is a reason not to integrate needlessly far inward.

\subsection{Normalization with $K$}

The lower limit of (\ref{defs}) gives
\begin{equation}
\frac{dR}{dc}=-c\,P_a(c)P_b(c),
\end{equation}
so $R$ is stationary where either function has a node. For s--p the integrand tends to the constant $C_sC_p$, and $R(c)\approx R(0)-C_sC_p\,c$. For p--d it is $C_pC_d\,r^{-2}(1+r)(1+r/2)$ to this order, so
\begin{equation}
R(c)=C_pC_d\left[\frac1c-\frac32\ln c\right]+\text{constant}+\dots
\end{equation}
For general $l\ge1$ the integrand starts as $r^{-2l}$ and
\begin{equation}
R(c)\approx \frac{C_lC_{l+1}\,c^{1-2l}}{2l-1}.
\label{div}
\end{equation}

\subsection{Normalization on the truncated range}

Since $dN_i/dc=-P_i(c)^2$,
\begin{equation}
\frac{d\ln|\tilde R|}{dc}=-\frac{cP_aP_b}{R}+\frac12\left(\frac{P_a^2}{N_a}+\frac{P_b^2}{N_b}\right).
\end{equation}
The second part is never negative. Nodes of one function no longer make the result stationary.

For $l\ge1$ the norm diverges as $N_l\approx C_l^2c^{1-2l}/(2l-1)$. For s--p, $R$ and $N_s$ stay finite while $N_p\approx C_p^2/c$, so $|\tilde R|\approx|R(0)|\,c^{1/2}/(|C_p|\sqrt{N_s(0)})$. For $l\ge1$, dividing (\ref{div}) by the two norms cancels the coefficients:
\begin{equation}
|\tilde R|\to\frac{c^{1-2l}}{2l-1}\sqrt{(2l-1)(2l+1)}\;c^{2l}
=c\sqrt{\frac{2l+1}{2l-1}} .
\end{equation}
In this limit the integral retains no information about the atom. For p--d the ratio $|\tilde R|/c$ is $\sqrt3$; an independent integration at non-integer $\nu$ gave 1.732.

\section{From the integral to the strengths}

For one electron, with the initial state $a$ averaged over its magnetic quantum number,
\begin{equation}
f=\frac23\,\Delta E\,\frac{A}{2l_a+1}\,R^2,\qquad
A=\sum_{m,q,m'}|\langle l_am|C_q|l_bm'\rangle|^2 ,
\end{equation}
where $C_q=\sqrt{4\pi/3}\,Y_{1q}$ and $\Delta E=E_b-E_a$. The addition theorem turns each sum over a magnetic quantum number into a Legendre polynomial $P_k(z)$ of the cosine $z$ between two directions. The angular integrals then leave
\begin{equation}
A=\frac{(2l_a+1)(2l_b+1)}2\int_{-1}^1P_{l_a}(z)\,z\,P_{l_b}(z)\,dz .
\end{equation}
For angular momenta $l$ and $l+1$, the part of $zP_l$ along $P_{l+1}$ is $(l+1)/(2l+1)$, and $\int P_{l+1}^2dz=2/(2l+3)$. Hence $A=l+1=l_>$, the larger of the two. The line strength sums over all states of both levels, and spin doubles the sum:
\begin{equation}
f=\frac23\,\Delta E\,\frac{l_>}{2l_a+1}R^2,\qquad S=2\,l_>R^2 .
\end{equation}

\section{Worked example}

A model atom supplies the level energies, so that the answer is known independently. Its potential is $V=-[1+10e^{-ar}]/r$, with $a=4.63$ \AA$^{-1}$ fixed by requiring a 3s binding energy of 5.0 eV. Diagonalization then gives 3.0035 eV for 3p and 1.5152 eV for 3d. The Coulomb approximation receives these energies alone, in place of measured ones; they correspond to $\nu=1.650$, 2.128 and 2.997. The model omits exchange, core polarization, correlation and spin--orbit coupling. The comparison tests the approximation, not a description of a real atom.

The table gives integrals in \AA; ``model'' is the model atom's own integral over $[c,\infty)$.

\begin{center}
\begin{tabular}{c|ccc|ccc}
 & \multicolumn{3}{c|}{3s--3p} & \multicolumn{3}{c}{3p--3d}\\
$c$ (\AA) & $R$ & $\tilde R$ & model & $R$ & $\tilde R$ & model\\ \hline
0.01 & 2.316 & 2.218 & 2.365 & 3.114 & 1.836 & 3.156\\
0.10 & 2.315 & 2.345 & 2.365 & 3.121 & 3.139 & 3.156\\
0.20 & 2.314 & 2.366 & 2.364 & 3.122 & 3.156 & 3.156\\
0.50 & 2.312 & 2.382 & 2.362 & 3.122 & 3.166 & 3.156\\
1.00 & 2.298 & 2.425 & 2.349 & 3.121 & 3.176 & 3.154\\
2.00 & 1.881 & 2.929 & 1.923 & 3.036 & 3.433 & 3.069
\end{tabular}
\end{center}

With $K$, the 3s--3p integral changes by 0.2\% between 0.01 and 0.5 \AA. It lies 2.0\% below the model's full integral. The computed slopes $d\mu/d\nu$ are $-0.0210$ for 3s and $-0.0232$ for 3p, so (\ref{tail}) predicts the ratio of model to Coulomb tails as
\begin{equation}
\left[(1-0.0210)(1-0.0232)\right]^{-1/2}=1.0226 .
\end{equation}
The ratio of the integrals beyond 3 \AA\ is also 1.0226. Applied to the whole integral, the factor gives $2.3162\times1.02264=2.3686$ \AA, against 2.3645 \AA\ for the model. The remaining $-0.004$ \AA\ comes from the different functions at smaller radii. Most of the error here is thus in the norm, and no choice of cutoff repairs it.

For 3p--3d the divergence with $K$ is weak, because $\nu$ of 3d is nearly an integer: $1/\Gamma(3-\nu)\approx3-\nu=0.0034$ makes $C_d$ small. The truncated norm is far more sensitive, since it grows as $C_d^2c^{-3}$. At 0.01 \AA\ the norms are 1.094 for 3p and 2.631 for 3d, and
\begin{equation}
\tilde R=\frac{3.1143}{\sqrt{1.0941\times2.6308}}=1.836\ \text{\AA},
\end{equation}
42\% below the model. This is the onset of the collapse; the limit $\sqrt3\,c$ is still far off.

Near 0.2 \AA\ both values of $\tilde R$ cross the model's. The tabulated values rise through that point. The rise is slowest farther out, near 0.5 \AA\ for 3s--3p and 0.6 \AA\ for 3p--3d, where $\tilde R$ is 0.7\% and 0.3\% above the model's full integral. The flattest part of $\tilde R(c)$ therefore does not mark the crossing, which can be recognized only when the answer is known.

With $R=2.316$ \AA\ (4.377 bohr), $\Delta E=1.9965$ eV and the atomic unit of energy times length squared equal to 7.620 eV\,\AA$^2$,
\begin{equation}
f=\frac23\,\frac{1.9965\times2.3162^2}{7.620}=0.937,\qquad
S=2\times2.3162^2=10.73\ e^2\text{\AA}^2 .
\end{equation}
The model gives 0.977 and 11.18 $e^2$\AA$^2$. Both strengths are 4\% low, twice the relative error of $R$. The numerical check also confirms the factor $l_>$ and the prefactor of $f$ through the angular sum and the dipole sum rule.

\section{Choosing the setting}

\textbf{Normalization.} When the core is inert, as in the model, prefer $K$ with its norm corrected. If several levels of a series are known, $\mu=n-\nu$ can be tabulated and its slope inserted in (\ref{tail}). Take the difference against energy and convert it with $d\mu/d\nu=\nu^{-3}\,d\mu/dE$, using the $\nu$ of the level in question. A difference against $\nu$ is poor even for adjacent low levels: in the model, 3s--4s and 3p--4p give $-0.0105$ and $-0.0125$, about half the local slopes, whereas the difference against energy gives $-0.021$ and $-0.022$. With slopes obtained in this way for 3s, 3p and 3d, the values of $R$ at 0.2 \AA\ come within 0.1\% of the model's full integrals for both transitions; without the correction they are 2.1\% and 1.1\% low. This gain need not carry over to real atoms. For the resonance lines of Na, K, Rb and Cs the uncorrected $R$ lies within about 1.5\% of the value from measured line strengths, while the correction from measured levels puts it roughly 2, 5, 6 and 9\% too high. The usual explanation is that the dipole induced in a polarizable core, absent from the model, lowers the measured matrix element and offsets the norm error; for such atoms the norm correction should not be applied on its own.

\textbf{Cutoff with $K$.} Compute $R$ at several cutoffs and take the plateau. In the example it extends to about 0.5 \AA\ for 3s--3p and 1 \AA\ for 3p--3d. A drift at the small end signals the $r^{-l}$ terms; a drift at the large end means that real contributions are being removed.

\textbf{Cutoff with truncated norms.} Too small a cutoff counts the spurious rise in the norm, and too large a one discards norm that the true state has. A starting point that needs no further data is the inner turning point of the function with the lowest $l\ge1$, where the bracket in (\ref{radial}) vanishes:
\begin{equation}
r_-=\nu^2-\nu\sqrt{\nu^2-l(l+1)},\qquad \nu^2\ge l(l+1).
\end{equation}
For 3p it is 0.61 \AA. At the tabulated cutoffs on either side, 0.5 and 1.0 \AA, $\tilde R$ for 3s--3p is 0.7\% and 2.6\% above the model's full integral. For 3p--3d the same two cutoffs give 0.3\% and 0.6\% above, whereas the turning point of 3d, 2.0 \AA, would give 9\% above. This supports the rule for one model atom and does not prove it in general; for the alkali resonance lines it gives values about 1.5 to 4\% above those from measured line strengths.

\textbf{When to distrust the result.} If positive and negative parts of the integrand nearly cancel, a small absolute error from the core region can become a large relative one, and the relative variation of $R$ with $c$ tends to be larger. The method also loses its basis when $\nu$ is close to or below $l$, when the potential outside the core departs appreciably from $-1/r$, or when the level is not well described by one electron outside an inert core. A flat plateau does not exclude these errors: it shows insensitivity to the cutoff, not accuracy.

\section*{Computed values}
\begin{verbatim}
core decay constant a = 4.6287 1/angstrom
3s: binding 5.0000 eV, nu = 1.64959
3p: binding 3.0035 eV, nu = 2.12838
3d: binding 1.5152 eV, nu = 2.99656
3s-3p energy difference = 1.9965 eV
dmu/dnu: 3s -0.02104, 3p -0.02323
norm correction to R(3s-3p): factor 1.02264
model/Coulomb integral beyond 3 angstrom: 1.02264
3p inner turning point = 0.6057 angstrom
Numerov error ratio on halving the step = 15.92
hydrogen 1s-2p integral, Numerov = 0.68278 angstrom
3s-3p: cutoff | R with K | R cut norms | R model (angstrom)
  0.01 | 2.3162 | 2.2179 | 2.3645
  0.03 | 2.3160 | 2.3027 | 2.3645
  0.10 | 2.3153 | 2.3451 | 2.3645
  0.20 | 2.3140 | 2.3655 | 2.3642
  0.50 | 2.3119 | 2.3821 | 2.3617
  1.00 | 2.2981 | 2.4248 | 2.3489
  2.00 | 1.8805 | 2.9288 | 1.9231
  model, full range: 2.3645 angstrom
3p-3d: cutoff | R with K | R cut norms | R model (angstrom)
  0.01 | 3.1143 | 1.8357 | 3.1556
  0.03 | 3.1194 | 2.9972 | 3.1556
  0.10 | 3.1213 | 3.1387 | 3.1556
  0.20 | 3.1219 | 3.1563 | 3.1556
  0.50 | 3.1223 | 3.1660 | 3.1556
  1.00 | 3.1207 | 3.1760 | 3.1543
  2.00 | 3.0363 | 3.4328 | 3.0691
  model, full range: 3.1556 angstrom
norms beyond 0.01 angstrom: 3s 0.9968, 3p 1.0941
norm beyond 0.01 angstrom: 3d 2.6308
p-d limit of R/cutoff, cut norms = 1.7323
f(3s-3p): Coulomb 0.9371, model 0.9765
S(3s-3p): Coulomb 10.7295, model 11.1813 e^2 angstrom^2
Coulomb/model radial integral 3s-3p = 0.97959
f sums of the model: from 3s 1.000000, from 3p 1.000000
\end{verbatim}
